\section*{Lattice Expansion of Aluminium Caused by Fermi-Dirac Smearing}

\section*{Exercise}

In calculations on metals the sharp step in the occupation numbers at the Fermi level is often replaced by a Fermi-Dirac function of finite width $\sigma$. This makes sums over electron states converge faster, but it also changes the pressure, and so the relaxed lattice constant.

Consider $N$ non-interacting electrons in a volume $V$, with density $n=N/V$ and Fermi energy $E_F$. The width $\sigma=k_BT$ is an energy, and $\sigma\ll E_F$.

\begin{enumerate}
\item Show that, to leading order in $\sigma/E_F$, smearing adds the pressure
\begin{equation}
P_s=\frac{\pi^2}{6}\,\frac{n\sigma^2}{E_F}
\label{eq:claim}
\end{equation}
when $N$ and $\sigma$ are held fixed as the volume changes.
\item Treat the valence electrons of aluminium as such a gas. By how much does the cubic lattice constant change for $\sigma=0.1$ eV and for $\sigma=0.3$ eV? Aluminium is face-centred cubic, with four atoms per cubic cell and three valence electrons per atom. Take as rough measured inputs a lattice constant $a_0\approx4.0$ \AA{} and a bulk modulus $B\approx76$ GPa.
\end{enumerate}

The derivation uses Hartree atomic units, $\hbar=m_e=e=1$. The numbers for aluminium are in eV, \AA{} and GPa, the natural units for smearing widths, lattice constants and pressures.

\section*{Hints}

\begin{enumerate}
\item Fermi-Dirac occupations do not minimize the energy $E$. They minimize the free energy $F=E-\sigma S$, where $S$ is the dimensionless entropy. The pressure is $-\partial F/\partial V$ at fixed $N$ and $\sigma$.
\item Show first that $\partial F/\partial\sigma=-S$. You then need only the entropy, which comes from states near the Fermi level.
\item Ask how the density of states at the Fermi level changes when the box expands at fixed $N$.
\item The crystal is in equilibrium at $a_0$ without smearing. The added pressure works against the stiffness of the whole crystal, not against that of the electron gas alone.
\end{enumerate}

\section*{Solution}

\subsection*{The gas without smearing}

In a periodic box, the allowed wave vectors have density $V/(2\pi)^3$, and each holds two spin states. A sphere of radius $k$ therefore contains
\begin{equation}
\mathcal N=2\,\frac{V}{(2\pi)^3}\,\frac{4\pi k^3}{3}=\frac{Vk^3}{3\pi^2}
\end{equation}
states. Setting $\mathcal N=N$ at $k=k_F$ gives
\begin{equation}
k_F=(3\pi^2n)^{1/3},\qquad E_F=\frac{k_F^2}{2}=\frac{(3\pi^2n)^{2/3}}{2}.
\label{eq:ef}
\end{equation}
The number of states in a shell $dk$ is $Vk^2dk/\pi^2$, so the energy is
\begin{equation}
E_0=\int_0^{k_F}\frac{Vk^2}{\pi^2}\,\frac{k^2}{2}\,dk
=\frac{Vk_F^5}{10\pi^2}=\frac{3}{10}Nk_F^2=\frac35NE_F .
\end{equation}
As a function of energy, $\mathcal N(\varepsilon)=V(2\varepsilon)^{3/2}/(3\pi^2)$. The density of states, both spins included, is $D(\varepsilon)=d\mathcal N/d\varepsilon=3\mathcal N/(2\varepsilon)$. At the Fermi level,
\begin{equation}
D\equiv D(E_F)=\frac{3N}{2E_F}.
\label{eq:dos}
\end{equation}

\subsection*{Why the entropy is enough}

Let $i$ label the spin states, with energies $\varepsilon_i$ and occupations $f_i$. The free energy is
\begin{equation}
F=\sum_i f_i\varepsilon_i-\sigma\sum_i s(f_i),\qquad
s(f)=-f\ln f-(1-f)\ln(1-f).
\label{eq:F}
\end{equation}
The derivative of the entropy function is $s'(f)=\ln[(1-f)/f]$. Minimizing $F$ at fixed $\sum_if_i=N$, with Lagrange multiplier $\mu$, gives
\begin{equation}
\varepsilon_i-\sigma\ln\frac{1-f_i}{f_i}=\mu
\quad\Longrightarrow\quad
f_i=\frac{1}{e^{(\varepsilon_i-\mu)/\sigma}+1}.
\label{eq:stat}
\end{equation}
Now change $\sigma$ at fixed $N$ and $V$. The levels stay put, but the occupations respond:
\begin{equation}
\frac{\partial F}{\partial\sigma}
=\sum_i\left[\varepsilon_i-\sigma s'(f_i)\right]\frac{\partial f_i}{\partial\sigma}-S
=\mu\,\frac{\partial N}{\partial\sigma}-S=-S .
\label{eq:dFds}
\end{equation}
The bracket equals $\mu$ for every state by \eqref{eq:stat}, and the sum of the occupation changes is zero because $N$ is fixed.

\subsection*{The entropy at small width}

For a large system the sum over states becomes an integral. With $x=(\varepsilon-\mu)/\sigma$,
\begin{equation}
S=\sigma\int D(\mu+\sigma x)\,s(x)\,dx,\qquad f(x)=\frac{1}{e^x+1}.
\end{equation}
The function $s(x)$ is appreciable only for $|x|$ of order a few, so the lower band edge can be moved to $-\infty$ with an error of order $e^{-E_F/\sigma}$, up to powers of $E_F/\sigma$. Replacing $x$ by $-x$ turns $f$ into $1-f$ and leaves $s$ unchanged. Thus $s$ is even, and the linear term in the Taylor series of $D$ integrates to zero:
\begin{equation}
S=\sigma D(\mu)\int_{-\infty}^{\infty}s\,dx+O(\sigma^3).
\label{eq:S1}
\end{equation}

For the integral, note that $s'(f)=x$, so $ds/dx=x\,df/dx$. Two integrations by parts, whose boundary terms vanish, give
\begin{align}
\int_{-\infty}^{\infty}s\,dx
&=-\int_{-\infty}^{\infty}x\,\frac{ds}{dx}\,dx
=\int_{-\infty}^{\infty}x^2\left(-\frac{df}{dx}\right)dx\nonumber\\
&=2\int_0^\infty x^2\left(-\frac{df}{dx}\right)dx
=4\int_0^\infty\frac{x\,dx}{e^x+1}.
\end{align}
The second line uses the evenness of $-df/dx=f(1-f)$. Expanding the last integrand in a geometric series,
\begin{equation}
\int_0^\infty\frac{x\,dx}{e^x+1}
=\sum_{m=1}^\infty(-1)^{m+1}\int_0^\infty xe^{-mx}dx
=\sum_{m=1}^\infty\frac{(-1)^{m+1}}{m^2}=\frac{\pi^2}{12}.
\end{equation}
The value of the sum follows from the Fourier series $x^2=\pi^2/3+4\sum_m(-1)^m\cos(mx)/m^2$ on $[-\pi,\pi]$, taken at $x=0$. Hence $\int s\,dx=\pi^2/3$.

It remains to replace $\mu$ by $E_F$. Integrating $N=\int Df\,d\varepsilon$ by parts and expanding $\mathcal N$ about $\mu$ gives
\begin{equation}
N=\int\mathcal N(\mu+\sigma x)\left(-\frac{df}{dx}\right)dx
=\mathcal N(\mu)+\frac{\pi^2}{6}\sigma^2D'(\mu)+O(\sigma^4).
\end{equation}
Since $N=\mathcal N(E_F)$, and $D'/D=1/(2E_F)$ at the Fermi level for $D\propto\varepsilon^{1/2}$,
\begin{equation}
\mu-E_F\approx-\frac{\pi^2}{6}\sigma^2\frac{D'}{D}
=-\frac{\pi^2\sigma^2}{12E_F}.
\end{equation}
This shift is quadratic in $\sigma$, so it alters \eqref{eq:S1} only at order $\sigma^3$. The leading entropy is
\begin{equation}
S=\frac{\pi^2}{3}D\sigma .
\label{eq:S}
\end{equation}

\subsection*{Free energy and pressure}

Integrating $\partial F/\partial\sigma=-S$ from zero width, where $F=E_0$, and inserting \eqref{eq:dos},
\begin{equation}
F=E_0-\frac{\pi^2}{6}D\sigma^2=E_0-\frac{\pi^2}{4}\frac{N\sigma^2}{E_F}.
\label{eq:Fres}
\end{equation}
At fixed $N$, \eqref{eq:ef} gives $E_F\propto V^{-2/3}$. Therefore $1/E_F\propto V^{2/3}$, and its volume derivative is $2/(3VE_F)$. The smearing part of the pressure is
\begin{equation}
P_s=-\frac{\partial(F-E_0)}{\partial V}
=+\frac{\pi^2}{4}N\sigma^2\,\frac{2}{3VE_F}
=\frac{\pi^2}{6}\frac{n\sigma^2}{E_F},
\end{equation}
which is \eqref{eq:claim}. Its relative error is of order $(\sigma/E_F)^2$, since the first neglected term in $S$ is smaller than the leading one by that factor.

The sign has a simple origin. About $D\sigma$ electrons lie close enough to the Fermi level to be partly excited, and each contributes entropy of order one, so $F$ falls by an amount of order $D\sigma^2$. Expansion pushes the levels together and raises $D$. A larger volume thus lowers $F$ further, and the gas pushes outward. For independent electrons with another smooth density of states, the first form in \eqref{eq:Fres} gives $P_s=(\pi^2/6)\sigma^2(\partial D/\partial V)_N$; its sign is then that of $\partial D/\partial V$.

\subsection*{A check by a second route}

The volume derivative can also be taken directly. As in \eqref{eq:dFds}, the changes of occupation drop out at fixed $N$, which leaves $\partial F/\partial V=\sum_if_i\,\partial\varepsilon_i/\partial V$. In a box of side $L$ every level scales as $L^{-2}=V^{-2/3}$, so $\partial\varepsilon_i/\partial V=-2\varepsilon_i/(3V)$ and
\begin{equation}
P=\frac{2E}{3V}.
\label{eq:virial}
\end{equation}
From \eqref{eq:S} and \eqref{eq:Fres},
\begin{equation}
E=F+\sigma S=E_0-\frac{\pi^2}{6}D\sigma^2+\frac{\pi^2}{3}D\sigma^2
=E_0+\frac{\pi^2}{4}\frac{N\sigma^2}{E_F}.
\label{eq:Eres}
\end{equation}
Multiplying $E-E_0$ by $2/(3V)$ gives $P_s$ again. The energy rises while the free energy falls by the same amount, and both facts agree with one positive pressure.

\subsection*{From pressure to lattice constant}

The electron gas alone has the pressure $2E_0/(3V)=\tfrac25nE_F$ even without smearing. In the crystal this is balanced at $V_0=a_0^3$ by the other contributions to the energy, including the attraction of the ions. Assume that these other contributions do not depend on $\sigma$, and that the ions are at rest. Near $V_0$ the total pressure without smearing is, by the definition $B=-V\,\partial P/\partial V$,
\begin{equation}
P_{\rm cold}(V)\approx-B\,\frac{V-V_0}{V_0}.
\end{equation}
The new equilibrium satisfies $P_{\rm cold}+P_s=0$, so $\Delta V/V_0=P_s/B$. Since $V=a^3$, a small change obeys $\Delta V/V_0=3\Delta a/a_0$, and
\begin{equation}
\Delta a=\frac{a_0P_s}{3B}.
\label{eq:da}
\end{equation}

For $\nu$ electrons per cubic cell, $n=\nu/a_0^3$ and $E_F=(3\pi^2\nu)^{2/3}/(2a_0^2)$. Then
\begin{equation}
\Delta a=\frac{a_0}{3B}\,\frac{\pi^2\sigma^2}{6}\,
\frac{2\nu}{a_0(3\pi^2\nu)^{2/3}}
=\frac{\pi^2\nu\,\sigma^2}{9B(3\pi^2\nu)^{2/3}}
=\frac{(3\pi^2\nu)^{1/3}\sigma^2}{27B},
\label{eq:compact}
\end{equation}
where the last step writes $\pi^2\nu=(3\pi^2\nu)/3$. The lattice constant has cancelled, a feature of the free-electron scaling $n/E_F\propto1/a_0$. At given $\nu$ and $B$, the rough value of $a_0$ does no harm to the linear estimate of $\Delta a$.

\subsection*{Numbers for aluminium}

Here $\nu=4\times3=12$, and
\begin{equation}
n=\frac{12}{(4.0\ \text{\AA})^3}=0.1875\ \text{\AA}^{-3},\qquad E_F=11.946\ \text{eV}.
\end{equation}
For $\sigma=0.1$ eV the ratio $\sigma/E_F$ is $0.0084$, and
\begin{equation}
P_s=\frac{\pi^2}{6}\,
\frac{0.1875\times(0.1)^2}{11.946}\ \text{eV\,\AA}^{-3}
=0.0414\ \text{GPa}.
\end{equation}
Equation \eqref{eq:da} then gives
\begin{equation}
\frac{\Delta a}{a_0}=\frac{0.0414}{3\times76}=1.8\times10^{-4},\qquad
\Delta a=0.0007\ \text{\AA}\ (0.0014\ \text{bohr}).
\end{equation}
Tripling the width multiplies the pressure by nine. For $\sigma=0.3$ eV,
\begin{equation}
P_s=0.372\ \text{GPa},\quad
\frac{\Delta a}{a_0}=1.6\times10^{-3},\quad
\Delta a=0.0065\ \text{\AA}\ (0.012\ \text{bohr}).
\end{equation}
Both shifts are expansions. Because $\Delta a\propto\sigma^2$, a tolerance of $0.001$ \AA{} on the lattice constant allows a width of about $0.1\sqrt{0.001/0.000726}\approx0.12$ eV in this model.

\subsection*{How far the numbers can be trusted}

The leading-order pressure was tested against a direct quadrature over the Fermi distribution. Relative to $P_s$, the formula is too large by $1.0\times10^{-4}$ at $0.1$ eV and by $9.4\times10^{-4}$ at $0.3$ eV. The ratio of these errors is $9.03$, close to the factor $3^2$ expected of a relative error proportional to $\sigma^2$.

The linear elastic step was tested by solving for zero total pressure with a nonlinear cold curve of Murnaghan form,
\begin{equation}
P_{\rm cold}=\frac{B}{B'}\left[\left(\frac{a_0}{a}\right)^{3B'}-1\right],
\end{equation}
with the chosen pressure derivative $B'=4$. At $0.1$ eV the shift is unchanged to the digits printed. At $0.3$ eV it is $0.006585$ \AA{} instead of $0.006532$ \AA, larger by $0.8\%$. The difference can be traced. With $a=a_0(1+e)$, the cold curve is $B(-3e+19.5e^2)$ to second order. The smearing pressure scales as $n/E_F\propto1/a$ and is lower than the formula by the fraction $\delta=9.4\times10^{-4}$. Writing $e_0=P_s/(3B)$ for the linear strain, the balance is
\begin{equation}
e(1-6.5e)=e_0(1-e-\delta)
\quad\Longrightarrow\quad
e\approx e_0(1+5.5e_0-\delta).
\end{equation}
For $e_0=1.633\times10^{-3}$ the correction is $0.0090-0.0009=0.0081$, as found. The crystal softens as it expands, and this outweighs the small loss of pressure. Repeating the nonlinear solution with $a_0=4.1$ \AA{} changes the shift by less than one part in a thousand, which confirms the cancellation in \eqref{eq:compact}.

The inputs and the model bring further errors. A change of $1$ GPa in $B$ alters $\Delta a$ by about $1.3\%$. The largest error is the free-electron model itself, since the band structure of real aluminium changes both $D$ and its dependence on volume. A plane-wave pseudopotential calculation in the local density approximation gives a $D$ about $4\%$ larger and $d\ln D/d\ln V$ near $0.75$ instead of $2/3$. With the same $B$, this raises the shift by roughly $20\%$, to about $0.008$ \AA{} at $0.3$ eV. For the real metal the free-electron numbers give the sign and the size of the shift, not its second digit. The stiffness must also be that of the crystal: the electron gas alone has the bulk modulus $\tfrac23nE_F=239$ GPa, and using it would reduce the shift by a factor of about three.

If $\sigma$ is read as a temperature of the electrons alone, the two widths correspond to $1160$ K and $3481$ K. The shift is then the expansion caused by hot electrons in a crystal whose ions stay cold, at fixed $B$. It is not the thermal expansion of aluminium in full equilibrium, which at ordinary pressure is no longer solid at either temperature. The complete values are in the numerical output.

\section*{Variation 1: differentiating a different energy}

\textit{What lattice shift results if one minimizes $E$, or the average $(E+F)/2$, as a function of volume at fixed $\sigma$?}

By \eqref{eq:Eres}, the smearing part of $E$ is opposite in sign to that of $F$. Hence $-\partial(E-E_0)/\partial V=-P_s$ to leading order, and the minimum of $E$ lies at a smaller lattice constant: $-0.0065$ \AA{} for $\sigma=0.3$ eV. This derivative is not the pressure of the smeared system. As the volume changes at fixed $\sigma$, the occupations change too, and $E$ alone is not stationary with respect to them.

For the average, the order $\sigma^2$ cancels. To see what remains, note that $s$ is even in $x$ and $\mu$ contains even powers of $\sigma$, so the expansion of $F$ is also even:
\begin{align}
F&=E_0-\alpha\sigma^2+\beta\sigma^4+\dots,\\
S&=-\frac{\partial F}{\partial\sigma}=2\alpha\sigma-4\beta\sigma^3+\dots,\\
E&=F+\sigma S=E_0+\alpha\sigma^2-3\beta\sigma^4+\dots,\\
\tfrac12(E+F)&=E_0-\beta\sigma^4+\dots
\end{align}
The average is therefore a good estimate of the energy at zero width. How good depends on the curvature of $D$ near the Fermi level, so the remainder of a real metal can differ from that of the free gas. For the free gas at $0.3$ eV, its spurious pressure is $0.00035$ GPa, about one thousandth of $P_s$, which would shift the lattice constant by $4.0\times0.00035/228\approx6\times10^{-6}$ \AA. A relaxation driven by the stress $-\partial F/\partial V$ does not benefit from this cancellation: it ends at the minimum of $F$.

\section*{Variation 2: a very large width}

\textit{What replaces the quadratic law when $\sigma\gg E_F$?}

Suppose that all occupations are small, so that $f\approx e^{\mu/\sigma}e^{-\varepsilon/\sigma}$. With $D\propto\varepsilon^{1/2}$, the mean energy per electron is
\begin{equation}
\frac EN=\frac{\int_0^\infty\varepsilon^{3/2}e^{-\varepsilon/\sigma}d\varepsilon}
{\int_0^\infty\varepsilon^{1/2}e^{-\varepsilon/\sigma}d\varepsilon}
=\frac32\sigma,
\end{equation}
by one integration by parts in the numerator. Relation \eqref{eq:virial} holds at any width, so the total pressure is $P=n\sigma$, that of a classical ideal gas. The part added by smearing is $n\sigma-\tfrac25nE_F$, linear in $\sigma$ instead of quadratic.

To check the assumption, use $D(\varepsilon)=3N\varepsilon^{1/2}/(2E_F^{3/2})$ and $\int_0^\infty\varepsilon^{1/2}e^{-\varepsilon/\sigma}d\varepsilon=\tfrac12\sqrt\pi\,\sigma^{3/2}$. The condition that the occupations sum to $N$ becomes
\begin{equation}
1=e^{\mu/\sigma}\,\frac{3\sqrt\pi}{4}\left(\frac{\sigma}{E_F}\right)^{3/2}
\quad\Longrightarrow\quad
e^{\mu/\sigma}=\frac{4}{3\sqrt\pi}\left(\frac{E_F}{\sigma}\right)^{3/2}.
\end{equation}
This is the largest occupation, and it is small when $\sigma\gg E_F$. For the density of aluminium that would require widths far above $12$ eV. The widths in the exercise lie deep in the opposite regime, where the Pauli principle leaves most electrons unable to respond and the added pressure is smaller than $n\sigma$ by the factor $(\pi^2/6)(\sigma/E_F)$.

\section*{Numbers as computed}
\begin{verbatim}
Aluminium, free-electron model
lattice constant a0 (rough input)       4.0 angstrom
bulk modulus B (rough input)            76 GPa
valence electrons per cubic cell        12
electron density n                      0.1875 angstrom^-3
Fermi energy EF                         11.946 eV
density of states D per cubic cell      1.5068 eV^-1
bulk modulus of electron gas alone      239.2 GPa
entropy integral over x                 3.289868
--- smearing width sigma                0.1 eV
equivalent electron temperature         1160 K
ratio sigma/EF                          0.00837
P_s from formula                        0.04137 GPa
P_s from -dF/dV by quadrature           0.04136 GPa
same from -dE/dV (wrong potential)      -0.04135 GPa
same from (E+F)/2                       0.000004 GPa
relative error of formula for P_s       1.04e-04
relative shift da/a0                    1.814e-04
lattice shift da, linear formula        0.000726 angstrom
lattice shift da, linear formula        0.001371 bohr
lattice shift da, full balance          0.000726 angstrom
full balance with a0 = 4.1 angstrom     0.000726 angstrom
--- smearing width sigma                0.3 eV
equivalent electron temperature         3481 K
ratio sigma/EF                          0.02511
P_s from formula                        0.37230 GPa
P_s from -dF/dV by quadrature           0.37196 GPa
same from -dE/dV (wrong potential)      -0.37126 GPa
same from (E+F)/2                       0.000350 GPa
relative error of formula for P_s       9.37e-04
relative shift da/a0                    1.633e-03
lattice shift da, linear formula        0.006532 angstrom
lattice shift da, linear formula        0.012343 bohr
lattice shift da, full balance          0.006585 angstrom
full balance with a0 = 4.1 angstrom     0.006583 angstrom
error ratio, 0.3 eV to 0.1 eV           9.027
\end{verbatim}
